# Fermi-Level Pinning and Loss of Neutral Spins at Negative-U Defects: a program that tests the result

```python
"""Negative-U defects at fixed mean occupancy n: Fermi level and neutral fraction.

Result under test, for relaxed site energies 0, eps, 2*eps+U (N = 0, 1, 2):
  mu = Ep + kT*[ln(n/(2-n))/2 + arsinh(a*d/s)],  p0 = s^2/(1+R)
  Ep = eps+U/2, a = exp(U/2kT), d = n-1, s = sqrt(n(2-n)), R = sqrt(d^2+s^2/a^2)
For U<0 and low T: mu -> Ep and p0 -> s*exp(-|U|/2kT).
p0 is the fraction of neutral, singly occupied, spin-1/2 centres.
Energies in eV, lengths in angstrom, temperatures in kelvin.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import gammaln, ndtri

KB = const.k / const.e
HARTREE = const.physical_constants["Hartree energy in eV"][0]

# Model parameters
eps_bare, U_coulomb = 1.4, 0.4
coupling, stiffness = 2.0, 5.0
defect_density = 1.0e-6          # per cubic angstrom
sigma = 0.10                     # Gaussian spread of pair level

eps = eps_bare - coupling**2 / (2 * stiffness)
U = U_coulomb - coupling**2 / stiffness
Ep = eps + U / 2
U_pos = -U
eps_pos = Ep - U_pos / 2         # positive-U centre with the same Ep

# Fermion operators of one site with two spin orbitals
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
c_up = np.kron(lower, np.eye(2))
c_dn = np.kron(np.diag([1.0, -1.0]), lower)
n_up, n_dn = c_up.T @ c_up, c_dn.T @ c_dn
N_op, double_op = n_up + n_dn, n_up @ n_dn
single_op = N_op - 2 * double_op
empty_op = np.eye(4) - single_op - double_op
spin_x = c_up.T @ c_dn + c_dn.T @ c_up


def site(mu, T, e1, u, field=0.0):
    """Thermal n, p0, p+, p-, moment from the diagonalized site Hamiltonian."""
    h = (e1 - mu) * N_op + u * double_op - field * spin_x
    w, v = np.linalg.eigh(h)
    boltz = np.exp(-(w - w.min()) / (KB * T))
    rho = (v * boltz) @ v.T / boltz.sum()
    ops = (N_op, single_op, empty_op, double_op, spin_x)
    return np.array([np.sum(rho * op) for op in ops])


def solve_site(n, T, e1, u, field=0.0):
    """Numerical chemical potential at fixed n, and the site averages there."""
    half = 1.5 + 10 * KB * T
    mid = e1 + u / 2
    mu = brentq(lambda m: site(m, T, e1, u, field)[0] - n,
                mid - half, mid + half, xtol=1e-14, rtol=1e-14)
    return mu, site(mu, T, e1, u, field)


def closed_form(n, T, e1, u):
    kT, d, s = KB * T, n - 1, np.sqrt(n * (2 - n))
    a = np.exp(u / (2 * kT))
    mu = e1 + u / 2 + kT * (0.5 * np.log(n / (2 - n)) + np.arcsinh(a * d / s))
    R = np.sqrt(d**2 + s**2 / a**2)
    return mu, s**2 / (1 + R), R


# Relaxation: free energies from quadrature over the lattice coordinate
T_room = 300.0
kT = KB * T_room
q = np.linspace(-3.0, 4.0, 20001)
free = []
for N in range(3):
    e_q = (eps_bare * N + U_coulomb * N * (N - 1) / 2
           - coupling * q * N + stiffness * q**2 / 2)
    e_min = e_q.min()
    free.append(e_min - kT * np.log(np.sum(np.exp(-(e_q - e_min) / kT))))
assert abs(free[1] - free[0] - eps) < 1e-9
assert abs(free[2] - 2 * free[1] + free[0] - U) < 1e-9

# Closed forms, reaction constant and stiffness against diagonalization
for e1, u in ((eps, U), (eps_pos, U_pos)):
    for T in (200.0, 300.0, 900.0):
        for n in (0.1, 0.5, 0.9, 1.0, 1.3, 1.9):
            mu, (_, p0, pp, pm, _) = solve_site(n, T, e1, u)
            mu_f, p0_f, _ = closed_form(n, T, e1, u)
            assert abs(mu - mu_f) < 1e-8
            assert abs(p0 / p0_f - 1) < 1e-7
            if u < 0:
                ratio = pp * pm / p0**2
                assert abs(ratio * 4 * np.exp(u / (KB * T)) - 1) < 1e-6
            h = 1e-3 * KB * T
            slope = (site(mu + h, T, e1, u)[0] - site(mu - h, T, e1, u)[0]) / (2 * h)
            predicted = (1 - p0_f - (n - 1)**2) / (KB * T)
            assert abs(slope / predicted - 1) < 1e-5

# Pinning bounds, upper bound on p0, monotonic temperature dependence
T_grid = np.array([150.0, 200.0, 300.0, 450.0, 600.0, 1000.0, 3000.0])
for n in (0.2, 0.7, 1.0, 1.5, 1.9):
    neutral, neutral_pos = [], []
    for T in T_grid:
        mu, avg = solve_site(n, T, eps, U)
        neutral.append(avg[1])
        neutral_pos.append(solve_site(n, T, eps_pos, U_pos)[1][1])
        scale = KB * T * abs(np.log(n / (2 - n)))
        assert 0.5 * scale - 1e-9 <= abs(mu - Ep) <= scale + 1e-9
        bound = np.sqrt(n * (2 - n)) * np.exp(U / (2 * KB * T))
        assert avg[1] <= bound * (1 + 1e-8)
    assert np.all(np.diff(neutral) > 0)
    assert neutral_pos[-1] < neutral_pos[0]
    assert abs(neutral[0] / (np.sqrt(n * (2 - n))
               * np.exp(U / (2 * KB * T_grid[0]))) - 1) < 1e-5
    hot = solve_site(n, 1e7, eps, U)[1][1]
    assert abs(hot - n * (2 - n) / 2) < 1e-3

# Positive U: the level sits near eps or eps+U on the two sides of n=1
for d in (0.1, 0.5):
    shift = kT * np.log(2 * d / (1 - d))
    assert abs(solve_site(1 + d, T_room, eps_pos, U_pos)[0]
               - (eps_pos + U_pos + shift)) < 1e-4 * kT
    assert abs(solve_site(1 - d, T_room, eps_pos, U_pos)[0]
               - (eps_pos - shift)) < 1e-4 * kT


def activation(n, T):
    """Minus d ln(p0) / d(1/kT), by central difference."""
    beta, step = 1 / (KB * T), 1e-3 / (KB * T)
    lo = solve_site(n, 1 / (KB * (beta - step)), eps, U)[1][1]
    hi = solve_site(n, 1 / (KB * (beta + step)), eps, U)[1][1]
    return -(np.log(hi) - np.log(lo)) / (2 * step)


for n in (1.0, 1.5):
    for T in (300.0, 900.0):
        R = closed_form(n, T, eps, U)[2]
        formula = abs(U) / 2 * (R**2 - (n - 1)**2) / (R * (1 + R))
        assert abs(activation(n, T) / formula - 1) < 1e-5

# Curie response at fixed n, with a field transverse to the basis
for n in (1.0, 1.5):
    T = 600.0
    b = 1e-3 * KB * T
    m_plus = solve_site(n, T, eps, U, b)[1][4]
    m_minus = solve_site(n, T, eps, U, -b)[1][4]
    curie = (m_plus - m_minus) / (2 * b)
    assert abs(curie * KB * T / closed_form(n, T, eps, U)[1] - 1) < 1e-5


def canonical_neutral(sites, electrons, T):
    """Neutral fraction from counting all states at fixed electron number."""
    top = min(electrons, 2 * sites - electrons)
    n0 = np.arange(electrons % 2, top + 1, 2)
    nm = (electrons - n0) // 2
    npl = sites - n0 - nm
    logw = (gammaln(sites + 1) - gammaln(n0 + 1) - gammaln(nm + 1)
            - gammaln(npl + 1) + n0 * np.log(2)
            - (n0 * eps + nm * (2 * eps + U)) / (KB * T))
    w = np.exp(logw - logw.max())
    return np.sum(w * n0) / np.sum(w) / sites


canonical_errors = {}
for n in (1.0, 1.5):
    exact = closed_form(n, 600.0, eps, U)[1]
    err = [canonical_neutral(M, int(round(n * M)), 600.0) / exact - 1
           for M in (1000, 4000)]
    assert abs(err[1]) < 1e-3 and 3.5 < err[0] / err[1] < 4.5
    canonical_errors[n] = err


def disordered(n, T):
    """Fermi level and mean p0 for a Gaussian spread of site levels."""
    x = np.linspace(-8 * sigma, 8 * sigma, 20001)
    weight = np.exp(-x**2 / (2 * sigma**2))
    weight /= weight.sum()
    e_site = eps + x

    def averages(mu):
        logs = np.array([np.zeros_like(x),
                         np.log(2) + (mu - e_site) / (KB * T),
                         (2 * mu - 2 * e_site - U) / (KB * T)])
        p = np.exp(logs - logs.max(axis=0))
        p /= p.sum(axis=0)
        return np.sum(weight * (p[1] + 2 * p[2])), np.sum(weight * p[1])

    mu = brentq(lambda m: averages(m)[0] - n, Ep - 0.6, Ep + 0.6, xtol=1e-13)
    return mu, averages(mu)[1]


def disordered_estimate(n, T):
    z = ndtri(n / 2)
    g = np.exp(-z**2 / 2) / (sigma * np.sqrt(2 * np.pi))
    return Ep + sigma * z, np.pi * KB * T * g * np.exp(U / (2 * KB * T))


for n in (1.0, 1.5):
    dev = []
    for T in (100.0, 50.0):
        mu, p0 = disordered(n, T)
        mu_e, p0_e = disordered_estimate(n, T)
        dev.append(p0 / p0_e - 1)
    assert abs(mu - mu_e) < 2e-4
    assert abs(dev[0]) < 0.03 and 3.5 < dev[0] / dev[1] < 4.5

# Worked example
print(f"bare level eps0 = {eps_bare:.2f} eV, Coulomb U_C = {U_coulomb:.2f} eV")
print(f"coupling = {coupling:.1f} eV/A, stiffness K = {stiffness:.1f} eV/A^2")
print(f"relaxation energy lambda^2/K = {coupling**2 / stiffness:.3f} eV")
print(f"displacement per electron = {coupling / stiffness:.3f} A")
print(f"relaxed eps = {eps:.3f} eV, effective U = {U:.3f} eV")
print(f"pinning level Ep = {Ep:.3f} eV = {Ep / HARTREE:.5f} hartree")
print(f"low-T activation |U|/2 = {abs(U) / 2:.3f} eV"
      f" = {abs(U) / 2 / HARTREE:.5f} hartree")
print("NEGATIVE U: temperature dependence")
for T in (150.0, 300.0, 450.0, 600.0):
    print(f"T = {T:.0f} K: kT = {KB * T:.5f} eV, a = {np.exp(U / (2 * KB * T)):.4e}")
    for n in (1.0, 1.5):
        mu, avg = solve_site(n, T, eps, U)
        low = np.sqrt(n * (2 - n)) * np.exp(U / (2 * KB * T))
        print(f"  n = {n:.1f}: mu = {mu:.5f} eV, p0 = {avg[1]:.4e}, low-T p0 = {low:.4e}")
print("OCCUPANCY SCAN at 300 K: negative U | positive U, same Ep")
print(f"positive-U centre: eps = {eps_pos:.3f} eV, U = {U_pos:.3f} eV")
for n in (0.5, 0.9, 1.0, 1.1, 1.5):
    m1, v1 = solve_site(n, T_room, eps, U)
    m2, v2 = solve_site(n, T_room, eps_pos, U_pos)
    print(f"  n = {n:.1f}: mu = {m1:.5f} eV, p0 = {v1[1]:.4e}"
          f" | mu = {m2:.5f} eV, p0 = {v2[1]:.5f}")
for label, e1, u in (("negative", eps, U), ("positive", eps_pos, U_pos)):
    p0 = solve_site(1.0, T_room, e1, u)[1][1]
    print(f"dn/dmu at n=1, 300 K, {label} U = {(1 - p0) / kT:.5g} per eV")
pp, pm = solve_site(1.5, T_room, eps, U)[1][2:4]
print(f"n=1.5, 300 K: p+ = {pp:.5f}, p- = {pm:.5f}")
print(f"reaction constant p+p-/p0^2 at 300 K = {np.exp(-U / kT) / 4:.4e}")
for n in (1.0, 1.5):
    print(f"local activation, n = {n:.1f}, 300 K = {activation(n, T_room):.5f} eV")
spin = defect_density * solve_site(1.0, T_room, eps, U)[1][1]
print(f"defect density = {defect_density:.1e} A^-3")
print(f"spin density, n=1, 300 K = {spin:.3e} A^-3 = {spin * 1e24:.3e} cm^-3")
for n in (1.0, 1.5):
    e = canonical_errors[n]
    print(f"canonical rel. error, n = {n:.1f}, 600 K:"
          f" {e[0]:.2e} (1000 sites), {e[1]:.2e} (4000)")
print(f"DISORDER: Gaussian sigma = {sigma:.2f} eV")
for T in (100.0, 300.0):
    for n in (1.0, 1.5):
        mu, p0 = disordered(n, T)
        mu_e, p0_e = disordered_estimate(n, T)
        print(f"  T = {T:.0f} K, n = {n:.1f}: mu = {mu:.5f} eV, p0 = {p0:.4e}")
        print(f"    low-T estimate: mu = {mu_e:.5f} eV, p0 = {p0_e:.4e}")
print("ALL CHECKS PASSED")
```

Printed output:

```
bare level eps0 = 1.40 eV, Coulomb U_C = 0.40 eV
coupling = 2.0 eV/A, stiffness K = 5.0 eV/A^2
relaxation energy lambda^2/K = 0.800 eV
displacement per electron = 0.400 A
relaxed eps = 1.000 eV, effective U = -0.400 eV
pinning level Ep = 0.800 eV = 0.02940 hartree
low-T activation |U|/2 = 0.200 eV = 0.00735 hartree
NEGATIVE U: temperature dependence
T = 150 K: kT = 0.01293 eV, a = 1.9068e-07
  n = 1.0: mu = 0.80000 eV, p0 = 1.9068e-07, low-T p0 = 1.9068e-07
  n = 1.5: mu = 0.80710 eV, p0 = 1.6513e-07, low-T p0 = 1.6513e-07
T = 300 K: kT = 0.02585 eV, a = 4.3666e-04
  n = 1.0: mu = 0.80000 eV, p0 = 4.3647e-04, low-T p0 = 4.3666e-04
  n = 1.5: mu = 0.81421 eV, p0 = 3.7797e-04, low-T p0 = 3.7816e-04
T = 450 K: kT = 0.03878 eV, a = 5.7557e-03
  n = 1.0: mu = 0.80000 eV, p0 = 5.7228e-03, low-T p0 = 5.7557e-03
  n = 1.5: mu = 0.82143 eV, p0 = 4.9517e-03, low-T p0 = 4.9846e-03
T = 600 K: kT = 0.05170 eV, a = 2.0897e-02
  n = 1.0: mu = 0.80000 eV, p0 = 2.0469e-02, low-T p0 = 2.0897e-02
  n = 1.5: mu = 0.82903 eV, p0 = 1.7669e-02, low-T p0 = 1.8097e-02
OCCUPANCY SCAN at 300 K: negative U | positive U, same Ep
positive-U centre: eps = 0.600 eV, U = 0.400 eV
  n = 0.5: mu = 0.78579 eV, p0 = 3.7797e-04 | mu = 0.58208 eV, p0 = 0.50000
  n = 0.9: mu = 0.79740 eV, p0 = 4.3429e-04 | mu = 0.63888 eV, p0 = 0.90000
  n = 1.0: mu = 0.80000 eV, p0 = 4.3647e-04 | mu = 0.80000 eV, p0 = 0.99956
  n = 1.1: mu = 0.80260 eV, p0 = 4.3429e-04 | mu = 0.96112 eV, p0 = 0.90000
  n = 1.5: mu = 0.81421 eV, p0 = 3.7797e-04 | mu = 1.01792 eV, p0 = 0.50000
dn/dmu at n=1, 300 K, negative U = 38.665 per eV
dn/dmu at n=1, 300 K, positive U = 0.016884 per eV
n=1.5, 300 K: p+ = 0.24981, p- = 0.74981
reaction constant p+p-/p0^2 at 300 K = 1.3111e+06
local activation, n = 1.0, 300 K = 0.19991 eV
local activation, n = 1.5, 300 K = 0.19990 eV
defect density = 1.0e-06 A^-3
spin density, n=1, 300 K = 4.365e-10 A^-3 = 4.365e+14 cm^-3
canonical rel. error, n = 1.0, 600 K: 5.00e-04 (1000 sites), 1.25e-04 (4000)
canonical rel. error, n = 1.5, 600 K: 6.67e-04 (1000 sites), 1.67e-04 (4000)
DISORDER: Gaussian sigma = 0.10 eV
  T = 100 K, n = 1.0: mu = 0.80000 eV, p0 = 8.9119e-12
    low-T estimate: mu = 0.80000 eV, p0 = 8.9924e-12
  T = 100 K, n = 1.5: mu = 0.86765 eV, p0 = 7.1177e-12
    low-T estimate: mu = 0.86745 eV, p0 = 7.1629e-12
  T = 300 K, n = 1.0: mu = 0.80000 eV, p0 = 1.3162e-04
    low-T estimate: mu = 0.80000 eV, p0 = 1.4148e-04
  T = 300 K, n = 1.5: mu = 0.86926 eV, p0 = 1.0679e-04
    low-T estimate: mu = 0.86745 eV, p0 = 1.1270e-04
ALL CHECKS PASSED
```
